\section*{Guaranteed-reduction Pulay mixing: monotonicity, stagnation and cost against standard Pulay, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

In a self-consistent-field (SCF) code one evaluation of the input--output map, a Hamiltonian build plus a diagonalization, is taken here as the unit of cost. The guaranteed-reduction (GR) Pulay scheme spends two evaluations per step where standard Pulay spends one, and the implementer must decide whether the second is worth paying. For an affine map the scheme never raises the residual norm, but that property comes from the choice of stored points, and the second evaluation returns a vector already known. For a nonlinear map the second evaluation carries information, but the guarantee is lost. The scheme can also stall, so the name is to be read as ``non-increase for affine maps''.

\section{The two schemes}

The input is $x\in\mathbb{R}^{D}$, the output $g(x)$, the residual $R(x)=g(x)-x$; the product $\langle\cdot,\cdot\rangle$ is Euclidean. Given points $x_0,\dots,x_p$ with residuals $r_i$, both schemes minimise $\|\sum_i c_ir_i\|^2$ subject to $\sum_i c_i=1$. With $B_{ij}=\langle r_i,r_j\rangle$, stationarity of $c^TBc-2\lambda(\sum_ic_i-1)$ gives the bordered system $\sum_jB_{ij}c_j=\lambda$, $\sum_jc_j=1$. The constraint is removed by writing
\begin{equation}
\bar r=r_p-\sum_{j=0}^{p-1}\gamma_j(r_{j+1}-r_j),\qquad \bar x=x_p-\sum_{j=0}^{p-1}\gamma_j(x_{j+1}-x_j).
\end{equation}
Collecting the terms in $r_i$ gives $c_0=\gamma_0$, $c_j=\gamma_j-\gamma_{j-1}$, $c_p=1-\gamma_{p-1}$, which sum to one; conversely $\gamma_j=c_0+\dots+c_j$. The problem is therefore ordinary least squares in $\gamma$, and its normal equations state that $\bar r$ is orthogonal to the difference of any two residuals of the set.

Pulay($w$) extrapolates over the last $w$ inputs and takes $\bar x+\beta\bar r$ as the next input; $R(\bar x)$ is not evaluated. GR($m$) stores extrapolated (optimal) points:
\begin{verbatim}
X = [x0]; Res = [R(x0)]                 # 1 call
while |Res[-1]| > tau:
    xt = X[-1] + beta*Res[-1]
    rt = R(xt)                          # call
    xb, rb = extrapolate(last m of X, Res; xt, rt)
    r = R(xb)                           # call (recomputation)
    append xb to X, r to Res; discard xt, rt
extrapolate: form consecutive differences; drop columns
    below 1e-12*|rt|; normalise; solve least squares by SVD
\end{verbatim}
Convergence is checked at optimal points. GR($m$) holds $m+1$ pairs of vectors, as Pulay($m+1$) does.

\section{Affine maps}

Let $R(x)=b-Ax$ with $A=I-g'$ nonsingular, and $\beta\neq0$.

\paragraph{Predicted equals true.} Since $\sum c_i=1$,
\begin{equation}
R\Big(\sum c_ix_i\Big)=\sum c_i\,b-A\sum c_ix_i=\sum c_ir_i .
\end{equation}
In exact arithmetic the recomputation returns $\bar r$ and is redundant. The search set at step $n$ is the affine hull of $x_n+\beta r_n$ and $x_n,\dots,x_{n-m+1}$, that is $x_n+\mathrm{span}\{r_n,\;x_i-x_n\}$. The factor $\beta$ rescales one spanning vector, so the iterates do not depend on it, sign included.

\paragraph{Non-increase.} The point $x_n$ belongs to the search set, so $\|r_{n+1}\|\le\|r_n\|$ for every $m\ge1$, $\beta\ne0$ and $A$.

\paragraph{Size of the decrease.} Let $S_n$ be the span of $\Delta_j=r_{j+1}-r_j$, $j=n-m+1,\dots,n-1$, and $Q$ the orthogonal projector on its complement. The residual $r_n$ was the minimiser over a hull that contains $x_n,\dots,x_{n-m+1}$, so $r_n\perp S_n$ and $Qr_n=r_n$. A residual in the new search set is $r_n-\alpha Ar_n-s$ with $s\in S_n$. Splitting $Ar_n=QAr_n+(I-Q)Ar_n$ and absorbing the second part into $s'=s+\alpha(I-Q)Ar_n\in S_n$,
\begin{equation}
\|r_n-\alpha QAr_n-s'\|^2=\|r_n\|^2-2\alpha\langle r_n,QAr_n\rangle+\alpha^2\|QAr_n\|^2+\|s'\|^2 ,
\end{equation}
because $s'$ is orthogonal to both $r_n$ and $QAr_n$. The minimum has $s'=0$. Using $\langle r_n,QAr_n\rangle=\langle Qr_n,Ar_n\rangle=\langle r_n,Ar_n\rangle$ and setting the $\alpha$ derivative to zero,
\begin{align}
\alpha_n&=\frac{\langle r_n,Ar_n\rangle}{\|QAr_n\|^2},\qquad r_{n+1}=r_n-\alpha_nQAr_n,\label{step}\\
\|r_n\|^2-\|r_{n+1}\|^2&=\frac{\langle r_n,Ar_n\rangle^2}{\|QAr_n\|^2}.\label{dec}
\end{align}
If $QAr_n=0$ then $\langle r_n,Ar_n\rangle=0$ and $r_{n+1}=r_n$. History enters through the denominator: $\|QAr_n\|\le\|Ar_n\|$, so for given $r_n$ it cannot reduce the gain. Equation \eqref{dec} was tested on random $60\times60$ maps with definite and indefinite symmetric part, $m=1,2,3,5$ and $\beta=0.05,1,-0.7$; the worst error relative to $\|r_n\|^2$ is $2\times10^{-13}$.

\paragraph{Stagnation.} By \eqref{dec} the decrease is strict if and only if $\langle r_n,Ar_n\rangle\ne0$. If the product vanishes, $r_{n+1}=r_n$, it vanishes again at the next step, and in exact arithmetic the stall is permanent for any $m$. For $A=\mathrm{diag}(1,-1)$, $r_0=(1,1)$ the product is $1-1=0$. Full Pulay stalls too: $\bar x_1=x_0$, so $x_2=x_0+\beta r_0=x_1$. In the test ($\beta=0.5$) the GR residual and the extrapolated Pulay residual stay at $1.4142$ (the residual Pulay evaluates is $(I-\beta A)r_0=(0.5,1.5)$ at every step), while GMRES, which adds the direction $Ar_0$ in any case, reaches zero in two steps.

\paragraph{Rates.} Let $\mu$ be the lowest eigenvalue of $(A+A^T)/2$ and $\sigma$ the largest singular value of $A$. If $\mu>0$, then $\langle r,Ar\rangle\ge\mu\|r\|^2$ and $\|QAr\|\le\sigma\|r\|$ in \eqref{dec} give
\begin{equation}
\|r_{n+1}\|\le\sqrt{1-\mu^2/\sigma^2}\,\|r_n\| .\label{mu}
\end{equation}
If $A$ is symmetric with eigenvalues $\lambda_{\max}\ge\lambda\ge\lambda_{\min}>0$, the search set contains $(I-\alpha^*A)r_n$ with $\alpha^*=2/(\lambda_{\max}+\lambda_{\min})$. The linear function $1-\alpha^*\lambda$ takes the values $\mp\rho$ at the two ends of the spectrum, so
\begin{equation}
\|r_{n+1}\|\le\rho\|r_n\|,\qquad \rho=\frac{\kappa-1}{\kappa+1},\qquad\kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .\label{rho}
\end{equation}
For $m=1$ the bound is attained. Take $r$ with components $u,v$ on the two extreme eigenvectors. The optimal $\alpha$ obeys $\langle Ar,(I-\alpha A)r\rangle=0$; at $\alpha^*$ the left side is $\rho(-u^2\lambda_{\max}+v^2\lambda_{\min})$, which vanishes for $u^2\lambda_{\max}=v^2\lambda_{\min}$, and then both components shrink by $\rho$.

\section{Krylov equivalents}

Assume no stagnation, $\alpha_n\ne0$, and let $\mathcal K_n=\mathrm{span}\{r_0,Ar_0,\dots,A^{n-1}r_0\}$. GMRES is defined by $r^G_n$, the smallest residual over $x_0+\mathcal K_n$; it satisfies $r^G_n\perp A\mathcal K_n$.

\paragraph{GR($m$) is Orthomin($m-1$).} By \eqref{step}, $\Delta_n=-\alpha_nQAr_n$ is orthogonal to the previous $m-1$ differences. The differences in any window are thus mutually orthogonal, and
\begin{equation}
QAr_n=Ar_n-\sum_j\Delta_j\,\frac{\langle\Delta_j,Ar_n\rangle}{\|\Delta_j\|^2},\label{orth}
\end{equation}
which with \eqref{step} is the Orthomin recurrence. It also shows why consecutive, normalised differences are used: for affine $R$ the normalised differences of stored points are orthonormal, and only the trial column is not orthogonal to the rest.

\paragraph{Full history is GMRES.} Suppose the steps up to $x_n$ span $\mathcal K_n$ and $r_n=p_n(A)r_0$ with $p_n$ of degree $n$, leading coefficient nonzero; this holds at $n=0$. Then $\mathcal K_n+\mathrm{span}\{r_n\}=\mathcal K_{n+1}$, the search set is $x_n+\mathcal K_{n+1}=x_0+\mathcal K_{n+1}$, and $r_{n+1}=r^G_{n+1}$. The step is $\alpha_nr_n$ plus a vector of $\mathcal K_n$, so the steps now span $\mathcal K_{n+1}$, and the leading coefficient of $p_{n+1}$ is $-\alpha_n$ times that of $p_n$, again nonzero.

\paragraph{Symmetric $A$: two stored points suffice.} For the full-history iterates and $j\le n-2$, $\Delta_j\in\mathcal K_{j+2}\subseteq\mathcal K_n$, hence $\langle\Delta_j,Ar_n\rangle=\langle A\Delta_j,r_n\rangle=0$. In \eqref{orth} the term $j=n-1$ alone survives, and GR(2) equals GMRES in exact arithmetic (the conjugate-residual method). The same holds in a weighted product in which $A$ is self-adjoint, if the least squares uses that product.

\paragraph{Standard Pulay.} With full history, suppose the hull of $x_0,\dots,x_k$ is $x_0+\mathcal K_k$. Then $\bar r_k=r^G_k$, and adding $x_{k+1}=\bar x_k+\beta r_k^G$ extends the hull by $r_k^G$ to $x_0+\mathcal K_{k+1}$, by the degree argument above. The evaluated residual is
\begin{equation}
r_{k+1}=b-A(\bar x_k+\beta r_k^G)=(I-\beta A)\,r^G_k .\label{seen}
\end{equation}
It depends on $\beta$ and can exceed $\|r_k^G\|$ when $\|I-\beta A\|>1$. The inputs of full Pulay are therefore the trial points of full GR; GR evaluates these and, in addition, the GMRES points. With a finite window the oldest input is dropped, $\bar x_{k-1}$ is in general no longer in the hull, and the non-increase argument fails even for $\|\bar r_k\|$.

\section{Cost}

Let $N$ be the first index with $\|r_N^G\|\le\tau$ and $K$ the first with $\|(I-\beta A)r_K^G\|\le\tau$, for $\|r_0\|>\tau$. Full GR makes one initial call and two per step. Full Pulay stops after evaluating $x_0,\dots,x_{K+1}$. Hence
\begin{equation}
C_{\rm GR}=2N+1,\qquad C_{\rm P}=K+2,\qquad C_{\rm GR}^{\rm no\ recomputation}=N+1 .\label{cost}
\end{equation}
The vector $(I-\beta A)r_K^G$ is the residual of a point in $x_0+\mathcal K_{K+1}$, so $\|r^G_{K+1}\|\le\tau$ and $N\le K+1$. Then $C_{\rm P}\ge N+1$ and $C_{\rm GR}/C_{\rm P}\le(2N+1)/(N+1)<2$. If $\|I-\beta A\|\le1$, then $K\le N$ and the ratio is at least $(2N+1)/(N+2)$, so it tends to 2 at large $N$. Checking $\tau$ at trial points as well gives $\min(2N+1,2K+2)$ calls. The vector work per step, of order $m^2D$ for a fresh least-squares solve, is the same for both schemes at equal storage.

\section{Nonlinear maps}

Let $d_i=x_i-\bar x$, the trial point included, so that $\sum c_id_i=\bar x-\bar x=0$. Expanding each true residual about $\bar x$, $r_i=R(\bar x)+R'd_i+\tfrac12R''[d_i,d_i]+O(d^3)$, and summing with weights $c_i$, the linear term cancels:
\begin{equation}
\delta\equiv R(\bar x)-\sum_ic_ir_i=-\tfrac12\sum_ic_i\,R''[d_i,d_i]+O(d^3).\label{def}
\end{equation}
If $\|R'(y)-R'(z)\|\le\Lambda\|y-z\|$, the remainder $r_i-R(\bar x)-R'd_i=\int_0^1[R'(\bar x+sd_i)-R'(\bar x)]d_i\,ds$ has norm at most $\Lambda\|d_i\|^2\int_0^1s\,ds$. Decrease is then certain if
\begin{equation}
\|\bar r\|+\tfrac{\Lambda}{2}\sum_i|c_i|\,\|d_i\|^2<\|r_n\| ,
\end{equation}
a sufficient condition, not a necessary one.

For $m=1$ write $\bar x=x_n+\alpha r_n$. The weights are $1-\alpha/\beta$ and $\alpha/\beta$, the displacements $-\alpha r_n$ and $(\beta-\alpha)r_n$, and
\begin{equation}
\Big(1-\frac\alpha\beta\Big)\alpha^2+\frac\alpha\beta(\beta-\alpha)^2=\frac{\alpha(\beta-\alpha)}{\beta}\,[\alpha+\beta-\alpha]=\alpha(\beta-\alpha),
\end{equation}
so $\delta=-\tfrac12\alpha(\beta-\alpha)R''[r_n,r_n]$ at leading order. The defect vanishes when the optimal point is the trial point. As $\beta\to0$ it tends to $+\tfrac12\alpha^2R''[r_n,r_n]$, with $\alpha$ fixed by the Jacobian: a small $\beta$ does not damp GR.

Without recomputation the stored residual $\tilde r_i$ differs from the true one by $e_i=R(x_i)-\tilde r_i$, with $e=0$ for the trial point. Subtracting $\tilde r_{n+1}=\sum c_i\tilde r_i$ from $R(\bar x)$ and inserting $\tilde r_i=R(x_i)-e_i$,
\begin{equation}
e_{n+1}=\delta+\sum_{\rm stored}c_ie_i .
\end{equation}
For $m=1$ the old error is multiplied by $1-\alpha/\beta$, which damps it for $\alpha\approx\beta$ and amplifies it for $\alpha/\beta>2$ or $\alpha/\beta<0$. The stored norms never increase, whatever the true ones do. Recomputation resets $e$ to zero and exposes a rise.

A rise can be answered by backtracking along $p=\bar x-x_n$ at one call per halving. Expanding about $x_n$, $\bar r-r_n=R'(x_n)p+\eta$ with $\eta$ second order in the $x_i-x_n$. Since $\bar r\perp(\bar r-r_n)$, $\langle r_n,\bar r-r_n\rangle=-\|\bar r-r_n\|^2$, and
\begin{equation}
\frac{d}{ds}\,\tfrac12\|R(x_n+sp)\|^2\Big|_{s=0}=-\|\bar r-r_n\|^2-\langle r_n,\eta\rangle .
\end{equation}
Halving succeeds when $|\langle r_n,\eta\rangle|<\|\bar r-r_n\|^2$. Otherwise dropping the history and reducing $\beta$ shrinks $\eta$, which for $m=1$ is $\tfrac12\alpha\beta R''[r_n,r_n]$.

For affine maps the second evaluation returns a vector already known, while for nonlinear maps it carries information and can expose a rise, but the guarantee is lost. What remains is to examine the costs and the defect in a charge-sloshing model, benzene and the Hubbard dimer, and to draw the consequences for choosing a scheme.
